Variance components of a balanced wafer-by-operator gauge study

**Setting and theorem**

Each of b operators measures each of a wafers n times. Reading k of wafer i by operator j is modelled as

y_ijk = μ + W_i + O_j + I_ij + e_ijk.

W_i is the deviation of the wafer from the mean μ, O_j the offset of the operator, I_ij the part of the cell's deviation that is neither a pure wafer nor a pure operator effect, and e_ijk the scatter between repeats.

Assumption A. All these effects have zero mean and are mutually uncorrelated, with variances vW, vO, vI and vE. The numbers a, b and n are at least 2.

Assumption B. The effects are also jointly normal.

Repeatability means vE, operator reproducibility means vO, and vI is kept apart from both. The gauge variance is vG = vE + vI + vO. A report that counts interaction as reproducibility quotes vO + vI instead, so the convention must be stated with the number.

Let a dot denote an average over an index, and let m be the grand mean. The mean squares are

MS_W = bn Σ_i (y_i.. − m)² / (a−1)
MS_O = an Σ_j (y_.j. − m)² / (b−1)
MS_I = n Σ_ij (y_ij. − y_i.. − y_.j. + m)² / [(a−1)(b−1)]
MS_E = Σ_ijk (y_ijk − y_ij.)² / [ab(n−1)].

Theorem. Under A, the following estimators (marked ^) are unbiased:

vE^ = MS_E
vI^ = (MS_I − MS_E)/n
vO^ = (MS_O − MS_I)/(an)
vW^ = (MS_W − MS_I)/(bn)
vG^ = [MS_O + (a−1)MS_I + a(n−1)MS_E]/(an).

Under A and B the four mean squares are independent, and ν_s MS_s/L_s follows a chi-squared distribution with ν_s degrees of freedom. Here L_s is the expectation of MS_s, and ν_s is the divisor in its definition.

**Lemma 1: the sum of squares splits**

Write w_i = y_i.. − m, o_j = y_.j. − m, t_ij = y_ij. − y_i.. − y_.j. + m and r_ijk = y_ijk − y_ij. Adding them gives

y_ijk − m = w_i + o_j + t_ij + r_ijk.

From the definitions, Σ_i w_i = 0 and Σ_j o_j = 0. Also t_ij sums to zero over i at fixed j and over j at fixed i, and r_ijk sums to zero over k in each cell.

Now square and sum over all readings. Products containing one factor r vanish on summing over k. The product w_i t_ij vanishes on summing over j, and o_j t_ij on summing over i. The product w_i o_j gives n(Σw_i)(Σo_j) = 0. Hence

Σ_ijk (y_ijk − m)² = bn Σw_i² + an Σo_j² + n Σt_ij² + Σr_ijk².

Call the terms on the right SS_W, SS_O, SS_I and SS_E. The constraints leave a−1, b−1, (a−1)(b−1) and ab(n−1) free values, which add up to abn−1. ∎

**Lemma 2: expected mean squares**

Two facts are needed. First, let x_1…x_q be uncorrelated with zero mean and variance s². Then

E Σ(x_i − x.)² = E Σx_i² − q E(x.)² = qs² − s² = (q−1)s².

Second, let z_ij be an a × b array of such variables. Lemma 1 with one value per cell gives

Σ(z_ij − z..)² = b Σ(z_i. − z..)² + a Σ(z_.j − z..)² + Σ(z_ij − z_i. − z_.j + z..)².

The row means have variance s²/b and the column means s²/a. By the first fact, the expectations of the left side and of the first two terms on the right are (ab−1)s², (a−1)s² and (b−1)s². The last term therefore has expectation (ab − a − b + 1)s² = (a−1)(b−1)s².

Insert the model into each part.

Within a cell μ, W, O and I are constant, so r_ijk = e_ijk − e_ij. and E SS_E = ab(n−1)vE.

In t_ij the wafer and operator effects cancel. What remains is the doubly centred form of z_ij = I_ij + e_ij., whose variance is vI + vE/n. Multiplying by n gives E SS_I = (a−1)(b−1)(n vI + vE).

In w_i the average operator offset is common to all wafers and cancels. What remains is the centred form of W_i + I_i. + e_i.., with variance vW + vI/b + vE/(bn). Multiplying by bn gives E SS_W = (a−1)(bn vW + n vI + vE). Exchanging the roles of wafers and operators gives SS_O. Thus

L_E = vE
L_I = vE + n vI
L_O = vE + n vI + an vO
L_W = vE + n vI + bn vW. ∎

**Proof of the unbiased estimators**

Three pairs of these expectations differ by a single component: L_I − L_E = n vI, L_O − L_I = an vO and L_W − L_I = bn vW. Replacing each L by its mean square gives the first four estimators. Adding three of them,

vG^ = MS_E + (MS_I − MS_E)/n + (MS_O − MS_I)/(an).

Over the common denominator an, the coefficient of MS_O is 1, that of MS_I is a − 1, and that of MS_E is an − a = a(n−1). This is the stated form. Its coefficients are positive, so vG^ cannot be negative, although vI^ and vO^ can. ∎

Remark on single readings. For n = 1 there is no SS_E, and the remaining mean squares involve the two only through L_I = vE + vI. For normal effects their separation is then lost; only further structure, such as the product form of interaction treated below, can restore it. The gauge total survives: [MS_O + (a−1)MS_I]/a has expectation vO + vI + vE.

**Lemma 3: distribution of the mean squares**

Arrange the N = abn readings in a vector y. Let P_0, P_W, P_O, P_I and P_E be the orthogonal projectors onto the grand-mean part and the four parts of Lemma 1. Averaging over each wafer is the operation P_0 + P_W, because it returns m + w_i. Averaging over each operator is P_0 + P_O, and over each cell P_0 + P_W + P_O + P_I.

Two readings share W_i if they come from the same wafer. The matrix with ones for such pairs sums over the bn readings of a wafer, so it is bn times the wafer average. The same argument for the other effects gives the covariance matrix

V = bn vW (P_0 + P_W) + an vO (P_0 + P_O) + n vI (P_0 + P_W + P_O + P_I) + vE (P_0 + P_W + P_O + P_I + P_E).

Collecting coefficients,

V = L_0 P_0 + L_W P_W + L_O P_O + L_I P_I + L_E P_E, with L_0 = L_W + L_O − L_I.

The projectors are mutually orthogonal, so P_s V P_t = 0 for s ≠ t and P_s V P_s = L_s P_s. The four vectors P_s y are therefore uncorrelated, and under B independent. The mean μ drops out of them. In an orthonormal basis of its subspace, P_s y has ν_s independent normal coordinates of variance L_s. Their squares sum to SS_s, which is L_s times a chi-squared variable. This completes the theorem. ∎

Remark on restricted likelihood. The likelihood of the data with the grand mean projected out follows from these coordinates:

−2 ln(likelihood) = constant + Σ_s [ν_s ln L_s + SS_s/L_s].

The derivative ν_s/L_s − SS_s/L_s² is negative below L_s = MS_s and positive above it, so each term has its minimum there. The estimators of the theorem therefore maximize the restricted likelihood when negative components are allowed.

**Corollary: uncertainty, tests and intervals**

These statements need A and B. A chi-squared variable has variance 2ν, so Var(MS_s) = 2L_s²/ν_s. An estimator Σc_s MS_s has variance

Σ_s 2c_s² L_s²/ν_s.

The L_s are unknown. Since E(MS_s²) = L_s² + 2L_s²/ν_s = L_s²(ν_s+2)/ν_s, the quantity MS_s²/(ν_s+2) is an unbiased estimator of L_s²/ν_s. Inserting it gives an unbiased estimate of the variance, whose root is the quoted standard error.

The ratio MS_I/MS_E equals L_I/L_E times an F variable, and L_I/L_E = 1 when vI = 0. This tests the interaction. For operators the matching ratio is MS_O/MS_I, because L_O = L_I when vO = 0. Dividing by MS_E instead leaves the factor L_I/L_E > 1 whenever interaction exists, and interaction is then mistaken for an operator offset.

The same ratios give the probabilities of negative estimates:

Pr(vO^ < 0) = Pr(F < L_I/L_O), with ν_O and ν_I degrees of freedom
Pr(vI^ < 0) = Pr(F < L_E/L_I), with ν_I and ν_E degrees of freedom.

A negative estimate should be reported as found. Replacing it by zero raises the estimator in some studies and lowers it in none, so its mean then exceeds the true variance.

Let χ²(p) be the value below which the chi-squared variable with ν_s degrees of freedom lies with probability p. The 95 % interval for vE runs from ν_E MS_E/χ²(0.975) to ν_E MS_E/χ²(0.025). For vG, write T_s = c_s MS_s for the three terms of vG^, and

G_s = 1 − ν_s/χ²(0.975), H_s = ν_s/χ²(0.025) − 1.

The approximate limits are

vG^ − √Σ(G_s T_s)² and vG^ + √Σ(H_s T_s)².

With one term present they reduce to the chi-squared interval for that term. With several, the coverage has to be examined numerically.

**Worked example: germanium films**

Consider germanium films about 50 nm thick on silicon, measured by X-ray reflectometry. The assumed standard deviations are 1.0 nm between wafers, 0.15 nm between operators, 0.10 nm for interaction and 0.10 nm for repeatability. One study with a = 10, b = 3 and n = 2 was simulated and rounded to 0.01 nm. The readings stand in the numerical output; they are not measurements.

The operator means are 50.6230, 50.4670 and 50.3425 nm, and the grand mean is 50.4775 nm. Therefore

SS_O = 20 × (0.1455² + 0.0105² + 0.1350²) = 0.7901 nm²
MS_O = 0.7901/2 = 0.3951 nm².

The other mean squares are MS_W = 6.5140, MS_I = 0.02362 and MS_E = 0.00719 nm². The components follow:

vE^ = 0.0072 nm²
vI^ = (0.02362 − 0.00719)/2 = 0.0082 nm²
vO^ = (0.3951 − 0.0236)/20 = 0.0186 nm²
vW^ = (6.5140 − 0.0236)/6 = 1.08 nm²
vG^ = (0.3951 + 9 × 0.02362 + 10 × 0.00719)/20 = 0.0340 nm².

As standard deviations, repeatability is 0.085 nm, interaction 0.091 nm, operator reproducibility 0.136 nm and the whole gauge 0.184 nm. Operators supply about 55 % of the estimated gauge variance, interaction 24 % and repeatability 21 %. The gauge standard deviation is 17.5 % of the total one; the assumed parameters give 20.2 %.

The interaction ratio is 0.02362/0.00719 = 3.28 (p = 0.002), and the operator ratio is 0.3951/0.0236 = 16.7 (p = 8 × 10⁻⁵). Both effects are detected, but detection is not precision. The standard error of vO^ is

√[2(0.3951²/4 + 0.0236²/20)]/20 = 0.014 nm²,

three quarters of the estimate. The 95 % interval for the repeatability standard deviation is 0.068 to 0.113 nm, whereas that for the gauge is 0.14 to 0.89 nm. The long upper side comes from the operator term, which has two degrees of freedom.

**What repeated studies would show**

At the assumed parameters L_I = 0.03 and L_O = 0.48 nm², so the standard deviation of vO^ is

√[2(0.48²/2 + 0.03²/18)]/20 = 0.0240 nm²,

larger than vO = 0.0225 nm² itself. In 40,000 simulated normal studies the spread was 0.0243 nm². A negative vO^ has probability 0.060 by the F formula and occurred in a fraction 0.061 of the studies.

In the same simulations the quadrature interval for vG covered the true value in 95.1 % of cases. The Satterthwaite interval, which treats vG^ as a single chi-squared variable with (ΣT_s)²/Σ(T_s²/ν_s) degrees of freedom, covered it in 85.2 %. One mechanism acts in this direction. When MS_O happens to be small, the operator term nearly leaves the formula. With the other mean squares at their expectations, the effective number then rises to about 31, and the interval is narrow around a total that is too low. How much of the shortfall this explains was not computed separately.

With vO set to zero and interaction kept, the ratio MS_O/MS_E at the nominal 5 % level raises a false alarm in 34 % of studies. The correct ratio MS_O/MS_I did so in 4.9 %.

**Design: readings cannot replace operators**

Since L_O/(an) = vO + vI/a + vE/(an) ≥ vO, the variance formula gives

sd(vO^)/vO ≥ √[2/(b−1)].

The bound is approached as a → ∞, because then L_O/(an) → vO and L_I/(an) → 0. For three operators it equals 1: with normal effects, even endless wafers leave an uncertainty as large as the component.

With the total held at 60 readings and the variances fixed, the relative standard deviations for three designs (a, b, n) are:

(10, 3, 2): operator 1.07, interaction 0.52, gauge 0.58
(5, 6, 2): operator 0.72, interaction 0.49, gauge 0.39
(3, 10, 2): operator 0.58, interaction 0.52, gauge 0.32

Repeatability has 30 degrees of freedom and relative standard deviation 0.26 in all three. Among these designs the last is best for the gauge total, but with three wafers MS_W, on which vW^ rests, has only two degrees of freedom. It suits a study in which the wafer spread is known from elsewhere and ten comparable operators exist.

If the b operators are the whole staff, their offsets are fixed numbers. The proof of Lemma 2 then gives E MS_O = L_I + an S_O², where S_O² = Σ(O_j − O.)²/(b−1). The same estimator now targets the spread of this particular staff, and the bound above, which comes from sampling operators, no longer applies.

**Where the assumptions fail**

*Shape of the distributions.* Unbiasedness rests on A alone, but the uncertainties do not. With exponentially distributed effects of the same variances (excess kurtosis 6), the variance of vO^ gains the term 6 vO²/b = 0.00101 nm⁴ on top of the normal value 0.00058 nm⁴. Its standard deviation rises from 0.024 to 0.040 nm². The 40,000 simulated studies gave 0.041 nm²; with such heavy tails, runs of this size scatter by about 0.001 nm².

*A shared cause of interaction.* Suppose that operators respond differently to one wafer property, such as surface roughness, so that I_ij = u_i g_j with independent zero-mean factors. Then E(I_ij I_i'j') = E(u_i u_i')E(g_j g_j') vanishes unless i = i' and j = j'. Assumption A holds and vI^ stays unbiased, but I_ij is not normal. Without repeatability noise MS_I = n S_u² S_g², a product of two sample variances. For normal factors E(S_u⁴) = (E S_u²)²(a+1)/(a−1), and likewise for S_g with b. The relative variance of MS_I is therefore

(a+1)(b+1)/[(a−1)(b−1)] − 1 = 1.44,

against 2/18 = 0.11 for independent normal interactions. With repeatability included, the standard deviation of vI^ is 0.0126 instead of 0.0052 nm², a factor of about 2.4.

*Drift.* Let the gauge drift linearly by 0.10 nm during the study. If the operators work one after another, vO^ acquires a bias of 0.0011 nm², 5 % of vO. In random order the N drift values have covariance matrix S²(1 − P_0), where S² is their sample variance. The expectation of every mean square then rises by S² = 0.00088 nm², and the differences that give vI^, vO^ and vW^ are unaffected. The drift appears as repeatability, 9 % of vE. Randomization does not remove drift; it moves it to the component where it does not imitate an operator effect.

*Mounting.* A placement error with a standard deviation of 1 mm in a thickness gradient of 0.02 nm/mm adds 0.0004 nm², 4 % of vE. It belongs to repeatability if the wafer is remounted for every repeat. If each operator mounts each wafer once, the error is constant within a cell and is counted as interaction.

*Relation to a real gauge.* The example's parameters are rough assumptions for a tool on which people align the sample and choose the fitting range. An operator spread of 0.15 nm would be large where a fixed recipe does both. Rounding to 0.01 nm adds about 8 × 10⁻⁶ nm², and with an expansion coefficient of roughly 6 × 10⁻⁶ per K for germanium, a change of 1 K would move the thickness of a free film by about 3 × 10⁻⁴ nm, and that of a film held laterally by silicon, which expands less, by about 4 × 10⁻⁴ nm; both rounding and expansion are negligible here. Noise proportional to thickness would vary by 2 % in standard deviation among the wafers. Of the departures sized here, the non-normal effects matter most: they leave the estimates unbiased but widen the spread of vO^ by a factor of 1.7 in the exponential case and that of vI^ by 2.4 in the product case.

Numbers as computed

```
Ge film, mean 50 nm; a=10 wafers, b=3 operators, n=2 repeats; step 0.01 nm
True sd (nm) wafer, operator, interaction, repeatability: 1.0 0.15 0.1 0.1
Simulated readings (nm): operator 1 twice, 2 twice, 3 twice | wafer mean
 wafer  1: 51.34 51.16 51.00 51.11 50.93 50.83 | 51.0617
 wafer  2: 51.64 51.68 51.46 51.49 51.48 51.47 | 51.5367
 wafer  3: 51.24 51.08 51.12 51.19 50.81 50.77 | 51.0350
 wafer  4: 48.99 49.01 48.87 48.89 48.91 48.71 | 48.8967
 wafer  5: 48.77 48.72 48.49 48.39 48.44 48.68 | 48.5817
 wafer  6: 50.13 50.17 50.05 50.09 49.88 49.85 | 50.0283
 wafer  7: 50.99 50.97 50.85 50.79 50.88 50.88 | 50.8933
 wafer  8: 50.66 50.48 50.47 50.61 50.29 50.34 | 50.4750
 wafer  9: 51.74 51.81 51.86 51.69 51.53 51.64 | 51.7117
 wafer 10: 51.03 50.85 50.50 50.42 50.41 50.12 | 50.5550
Operator means (nm): 50.6230 50.4670 50.3425 ; grand mean 50.4775
Source: sum of squares (nm^2), dof, mean square (nm^2), its true expectation (nm^2)
 wafer: 58.62574, 9, 6.51397, 6.0300
 operator: 0.79011, 2, 0.39506, 0.4800
 interaction: 0.42512, 18, 0.02362, 0.0300
 repeatability: 0.21575, 30, 0.00719, 0.0100
Total sum of squares about grand mean: 60.05672 nm^2
F interaction/repeat = 3.284, p = 0.002
F operator/interaction = 16.727, p = 7.8e-05
Variance: estimate, standard error, true (nm^2); root of estimate (nm, 0 if negative)
 wafer: 1.08173, 0.46293, 1.00000; 1.0401
 operator: 0.01857, 0.01397, 0.02250; 0.1363
 interaction: 0.00821, 0.00384, 0.01000; 0.0906
 repeatability: 0.00719, 0.00180, 0.01000; 0.0848
 gauge total: 0.03398, 0.01439, 0.04250; 0.1843
95 % interval, repeatability sd: 0.0678 to 0.1134 nm
95 % interval, gauge sd (quadrature): 0.1372 to 0.8914 nm
Gauge sd / total sd: estimated 17.5 %, true 20.2 %
Sd of variance estimators (nm^2): formula, simulated
 wafer: 0.47376, 0.47447
 operator: 0.02401, 0.02433
 interaction: 0.00516, 0.00517
 repeatability: 0.00258, 0.00258
 gauge total: 0.02445, 0.02477
P(negative) operator, interaction: formula 0.0604 0.0086 ; simulated 0.0611 0.0079
Coverage of nominal 95 %: quadrature 0.951, Satterthwaite 0.852
False alarms at 5 % level: MS_O/MS_E 0.344 (simulated 0.344), MS_O/MS_I 0.049
Design a,b,n (60 readings): relative sd of operator, interaction, repeat, gauge variance
 (10, 3, 2): 1.067 0.516 0.258 0.575
 (15, 2, 2): 1.477 0.581 0.258 0.792
 (10, 2, 3): 1.498 0.633 0.224 0.805
 (5, 6, 2): 0.718 0.492 0.258 0.391
 (3, 10, 2): 0.581 0.516 0.258 0.316
Relative sd limit of operator variance, b=3, endless wafers: 1.000
Exponential effects: sd of operator-variance estimator 0.0408 nm^2
Product-form interaction: sd of its estimator 0.01265 nm^2 (simulated 0.01261)
Drift 0.10 nm, operators in turn: bias (nm^2) operator 0.001149, interaction -0.000072, repeat 0.000144
Same drift, random order: bias of repeatability variance 0.000876 nm^2, others 0
Placement 1.0 mm x gradient 0.02 nm/mm: variance 0.000400 nm^2; rounding 8.33e-06 nm^2
Noise proportional to thickness: its sd varies by 2.0 % among wafers; 1.0 K at 6e-06/K: 3.0e-04 nm
Largest matrix-test error 1.1e-15; likelihood-equation error 5.7e-14
```
